# Filling and Emptying of an Open Cylindrical Pore: the Square Law

## The form of the answer

A long cylindrical pore of radius $r$ stands in a vapour. Suppose the liquid wets the wall completely and any adsorbed film is negligibly thin. Three quantities then decide whether liquid or vapour occupies the pore: the radius $r$, the surface tension $\gamma$, and the free-energy cost $D$ of replacing a unit volume of vapour by liquid. Energy per volume is a pressure, and $\gamma/r$ is also a pressure. The one dimensionless group is therefore $Dr/\gamma$, and any threshold that does not depend on the pore length must read

$$D=c\,\frac{\gamma}{r},\qquad c=\text{a pure number}.$$

Lemma 1 below gives $D=(RT/V)\ln(1/x)$, where $x=p/p_0$ is the vapour pressure $p$ relative to the saturation pressure $p_0$, $V$ is the molar volume of the liquid, $T$ the temperature and $R$ the gas constant. A threshold then lies at

$$x=e^{-c\lambda/r},\qquad \lambda=\frac{\gamma V}{RT}.$$

If filling has the number $c_f$ and emptying the number $c_e$, then $x_e=x_f^{\,c_e/c_f}$, whatever the liquid and the radius. Dimensions fix the power law; the shapes of the menisci must supply the exponent.

## Theorem and assumptions

**Theorem.** Under assumptions 1 to 5, a cylindrical pore open at both ends fills on rising pressure at $x_f=e^{-\lambda/r}$ and empties on falling pressure at $x_e=e^{-2\lambda/r}$. Hence $x_e=x_f^2$.

1. The liquid wets the wall completely (zero contact angle). An "empty" pore keeps a film of negligible thickness, so its wall carries a liquid–vapour interface of tension $\gamma$.
2. The quantities $r,\gamma,V,T$ are the same on both branches.
3. The vapour is ideal, the liquid is incompressible, and $p_0$ is small beside $\gamma/r$.
4. The pore is uniform and much longer than $r$. Gravity is ignored.
5. No thermally activated jump occurs: a state persists until it can change without climbing in free energy. Emptying can begin at the open mouths.

The formulas for $x_f$ and $x_e$ are Cohan's equations.

## Lemma 1: the cost of liquid

**Lemma 1.** $D=(RT/V)\ln(1/x)$.

*Proof.* At fixed temperature and chemical potential, the stable state minimizes the grand potential $\Omega$. A bulk phase at pressure $P$ contributes $-P$ per unit volume. Replacing vapour at pressure $p$ by liquid at pressure $p_l$ therefore costs $D=p-p_l$ per volume.

The liquid pressure follows from equal chemical potentials. Measured from saturation, the ideal vapour has $RT\ln x$ per mole and the incompressible liquid has $V(p_l-p_0)$. Equating them gives $p_l=p_0+(RT/V)\ln x$, so

$$D=p-p_l=\frac{RT}{V}\ln\frac1x-(p_0-p).$$

The last bracket is at most $p_0$ and is dropped by assumption 3. $\square$

For $x<1$ the cost $D$ is positive: bulk liquid is unfavourable, and it survives in the pore because it removes interface from the wall. A falling $x$ means a rising $D$.

## Lemma 2: filling

**Lemma 2.** An empty pore fills when $D$ falls below $D_f=\gamma/r$, so $c_f=1$.

*Proof.* Let the vapour occupy a coaxial core of radius $a\le r$ in a pore of length $L$. The interface has area $2\pi aL$ and the liquid has volume $\pi(r^2-a^2)L$. Relative to a pore full of vapour without interface,

$$\Omega(a)=2\pi aL\gamma+\pi(r^2-a^2)LD,$$

$$\frac{d\Omega}{da}=2\pi L(\gamma-aD),\qquad \frac{d^2\Omega}{da^2}=-2\pi LD<0.$$

The empty pore starts at $a=r$. If $D<\gamma/r$, then $aD\le rD<\gamma$ for every $a\le r$. The slope is positive throughout, so $\Omega$ falls steadily as the core shrinks, and the pore fills.

If $D>\gamma/r$, the slope at $a=r$ is negative, and thickening the film uniformly raises $\Omega$. A local bump must be examined too. Let the core radius be $r-u(z)$, with $u\ge0$ and $z$ along the axis. The change in $\Omega$ is

$$\Delta\Omega=2\pi\int\left\{\gamma\left[(r-u)\sqrt{1+u'^2}-r\right]+D\left(ru-\frac{u^2}{2}\right)\right\}dz.$$

Since $\sqrt{1+u'^2}\ge1$, the first bracket is at least $-u$. Therefore

$$\Delta\Omega\ge2\pi\int u\left(rD-\gamma-\frac{Du}{2}\right)dz,$$

which is not negative as long as $u\le2(r-\gamma/D)$. The same bound holds if $u$ also varies around the axis, because tilting the surface in any direction only adds area. Small bumps therefore cost free energy, and under assumption 5 the pore stays empty until $D$ reaches $\gamma/r$. $\square$

The condition $D=\gamma/a$ is the Laplace equation for a cylinder, which is curved in one direction. Its solution $a^*=\gamma/D$ is a maximum of $\Omega$, not a minimum. The cylindrical meniscus marks a loss of stability.

## Lemma 3: emptying

**Lemma 3.** A full pore empties when $D$ rises above $D_e=2\gamma/r$, so $c_e=2$.

*Proof.* A full pore ends in a meniscus at each mouth. Consider the part of a meniscus inside a circle of radius $\rho$ about the axis. The pressure difference $D$ pushes it into the liquid with force $\pi\rho^2D$. Surface tension along the circle pulls back with axial force $2\pi\rho\gamma\sin\psi$, where $\psi$ is the angle between the surface and the plane of the mouth. Balance requires

$$2\pi\rho\gamma\sin\psi=\pi\rho^2D\quad\Longrightarrow\quad \sin\psi=\frac{\rho}{2\gamma/D}.$$

This describes a sphere of radius $2\gamma/D$. At the rim $\rho=r$, so $\sin\psi=rD/(2\gamma)$. For $D<2\gamma/r$ a shallow cap held at the rim satisfies the balance. As $D$ grows the cap deepens, and at $D=2\gamma/r$ it has $\psi=90^\circ$: it is a hemisphere of radius $r$, tangent to the wall. For larger $D$ no static cap exists.

The meniscus then moves inward. Shifting a hemisphere by $dz$ leaves its area unchanged, uncovers wall area $2\pi r\,dz$, and removes liquid of volume $\pi r^2dz$:

$$d\Omega=(2\pi r\gamma-\pi r^2D)\,dz.$$

This is negative for $D>2\gamma/r$ at every position along the pore, so the whole pore empties. $\square$

## Proof of the theorem

Inserting Lemma 1 into the two thresholds gives

$$\frac{RT}{V}\ln\frac1{x_f}=\frac{\gamma}{r},\qquad \frac{RT}{V}\ln\frac1{x_e}=\frac{2\gamma}{r}.$$

Multiplying by $-V/(RT)$ yields $\ln x_f=-\lambda/r$ and $\ln x_e=-2\lambda/r$. Thus $\ln x_e=2\ln x_f$, and exponentiation gives $x_e=x_f^2$. $\square$

The factor 2 is a ratio of curvatures. A hemisphere bends in two directions with radius $r$, a cylinder in one.

## Remarks

**Which branch is in equilibrium.** For a long pore the end caps are negligible, and

$$\Omega_{\rm full}-\Omega_{\rm empty}=\pi r^2LD-2\pi rL\gamma=\pi r^2L\left(D-\frac{2\gamma}{r}\right).$$

The two states are equal at $D_e$. Emptying is the equilibrium transition in this model. For $x_e<x<x_f$ the full pore is stable and the empty one metastable, so the hysteresis comes from delayed filling.

**A closed end.** If one end is closed by a wetted wall, liquid collected there can carry a hemispherical meniscus from the start. The expression for $d\Omega$ in Lemma 3 then governs both directions of motion. Such a pore fills and empties at $x_e$, without hysteresis, and the square law does not apply.

**Width of the loop.** The width is $w=x_f-x_f^2$. Setting $dw/dx_f=1-2x_f=0$ gives $x_f=1/2$ and a largest width of $1/4$, at $r=\lambda/\ln2$. The loop narrows for wide pores, where both thresholds approach 1, and for narrow pores, where both approach 0.

**A film of fixed thickness.** If the film had the same thickness $t$ on both branches and no other effect, the interface would start at $r-t$. Both thresholds would contain $r-t$ in place of $r$, and the square law would survive. The radius deduced would be that of the core.

## Worked example: toluene in a porous low-k film

Take rough typical values for toluene, $\gamma=28$ mN/m, $V=106$ cm³/mol and $p_0=28$ Torr, at $T=298$ K, and choose $r=2.0$ nm. With $RT=2477.7$ J/mol,

$$\lambda=\frac{28.0\times106}{2477.7}\ \text{nm}=1.198\ \text{nm},$$

because 1 mN/m × 1 cm³/mol divided by 1 J/mol is 1 nm. Then

$$x_f=e^{-1.198/2.00}=0.549,\qquad x_e=e^{-2.396/2.00}=0.302\approx0.549^2.$$

The pore fills at $0.549\times28=15.4$ Torr and empties at $0.302\times28=8.5$ Torr. The capillary pressures are $D_f=28/2=14$ MPa and $D_e=28$ MPa, since 1 mN/m divided by 1 nm is 1 MPa. The loop width, 0.248 when computed from the unrounded thresholds, is close to the maximum of 0.25, which for this liquid occurs at $r=1.73$ nm.

Read backwards, the filling point gives $r=-\lambda/\ln x_f=2.0$ nm and the emptying point gives $r=-2\lambda/\ln x_e=2.0$ nm. Using the hemispherical formula on the filling branch would give 4.0 nm.

## How far the neglected effects move the exponent

Define $n=\ln x_e/\ln x_f$, which equals 2 in the theorem. Each effect below is added separately, with the other data held fixed.

**The adsorbed film.** Suppose the wall attracts the liquid so that a film of thickness $t$ gains free energy $\Pi=C/t^3$ per added volume, with $C=A/(6\pi)$ and an assumed Hamaker constant $A=50\times10^{-21}$ J. This is the form for a flat wall, used here as an estimate, and the value of $A$ stands for a strongly attracting wall. For toluene on an organosilicate wall, whose refractive index is close to that of the liquid, $A$ is much smaller and probably negative. A rough Lifshitz estimate with a liquid index of 1.50 gives about $-13$ to $-6\times10^{-21}$ J for wall indices of 1.40 to 1.45, and reaches $50\times10^{-21}$ J only for a wall index near 1.9. A negative $A$ would hold no such film, and the complete wetting of assumption 1 would then have to come from forces other than dispersion. Thickening the film changes $\Omega$ by

$$\frac{1}{2\pi L}\frac{d\Omega}{dt}=(r-t)(D-\Pi)-\gamma,$$

so a film in balance has $D=C/t^3+\gamma/(r-t)$. No such film exists once $D$ is below the minimum of the right side, where

$$-\frac{3C}{t^4}+\frac{\gamma}{(r-t)^2}=0.$$

This fixes filling. Here $C=2.65\times10^{-21}$ J and the solution is $t=0.80$ nm, so $D_f=5.2+23.3=28.5$ MPa and $x_f=0.295$.

A receding meniscus keeps its shape and replaces full pore by film-lined pore, length by length. Emptying therefore occurs where film and full pore have equal $\Omega$. Integrating $d\Omega/dt$ from $t$ to $r$, with $\int_t^r(r-s)s^{-3}ds=(r-t)^2/(2rt^2)$, gives

$$\frac{D(r-t)^2}{2}-\frac{C(r-t)^2}{2rt^2}-\gamma(r-t)=0,$$

$$D_e=\frac{2\gamma}{r-t}+\frac{C}{rt^2}.$$

Together with the film balance this gives $t=0.48$ nm, $D_e\approx42.6$ MPa and $x_e=0.162$. The exponent is $n=42.6/28.5\approx1.5$. These values carry the error of the flat-wall form. Summing the same pair attraction over a cylindrical wall of radius 2 nm makes $\Pi$ about 1.2 to 1.5 times larger at these thicknesses and gives $D_f\approx30.8$ MPa, $D_e\approx44.9$ MPa, $x_f\approx0.27$, $x_e\approx0.15$ and $n\approx1.46$, so the thresholds are good to about ten per cent even within the model.

With this value of $A$ the film is no small correction at 2 nm. Cohan's equations applied to these shifted thresholds would return 0.98 nm from filling and 1.31 nm from emptying. Both are well below the true 2.0 nm, and their disagreement signals that the square law has failed.

Within this force law the approach to $n=2$ is slow: $n=1.76$ at 20 nm, 1.90 at 200 nm and 1.99 at $10^5$ nm. The filling condition explains this. For $t\ll r$ it gives $t^2\approx r\sqrt{3C/\gamma}$, so $t/r$ falls only as $r^{-1/2}$. The deficit $2-n$ follows this power only for very wide pores. Below a few hundred nanometres it falls more slowly still, because the smaller upward shift of $D_e$, which offsets part of the filling shift, dies out faster. At $10^5$ nm the film would be about 230 nm thick. Over such distances the real attraction falls faster than $t^{-3}$, so the values for the widest pores only illustrate the formula.

**Thermally activated filling.** Without a film, but with thermal fluctuations, a bump of liquid can bridge the pore before $D$ falls to $\gamma/r$. The critical bump makes $\Omega$ stationary. If $\rho(z)$ is its core radius, the integrand $\gamma\rho\sqrt{1+\rho'^2}-D\rho^2/2$ does not contain $z$ explicitly, so

$$\frac{\gamma\rho}{\sqrt{1+\rho'^2}}-\frac{D\rho^2}{2}=\text{constant}.$$

The slope vanishes at the wall, $\rho=r$, and at the neck, $\rho=b$. Equating the constants gives $\gamma(r-b)=D(r^2-b^2)/2$, hence $b=2\gamma/D-r$. At $D_f$ the neck equals $r$ and the barrier vanishes.

At $D_e$ the neck closes, and the bump lies between two hemispheres that touch. Their area $4\pi r^2$ equals the wall area $2\pi r\cdot2r$ they replace, so only the liquid volume $2\pi r^3-\frac43\pi r^3=\frac23\pi r^3$ costs energy. The barrier is $\frac23\pi r^3\cdot2\gamma/r=\frac43\pi\gamma r^2$, or 114 $kT$ here.

If barriers of 30 $kT$ can be crossed during a measurement, an assumed figure, numerical integration over the bump puts filling at $x_f=0.456$ instead of 0.549. Emptying needs no such help and stays at 0.302, so $n\approx1.5$. That this is close to the film value is an accident of the assumed numbers. Film and activation both lower $n$; their joint effect is not computed here.

**Smaller effects.** Suppose a curved interface costs $\gamma(1-\delta/a)$ per area. The interface term in $\Omega(a)$ becomes $2\pi L\gamma(a-\delta)$. Its derivative is unchanged, so $D_f=\gamma/r$ stands, while equality of full and empty pore gives $D_e=2\gamma(r-\delta)/r^2$. Hence $n=2(1-\delta/r)$, which is 1.9 or 2.1 for an assumed $\delta=\pm0.1$ nm.

Restoring the dropped $p_0$ term changes $n$ by about $5\times10^{-5}$. Adding an assumed liquid compressibility of $9\times10^{-4}$ MPa⁻¹ gives $n=2.01$. For an assumed skeleton modulus of 5 GPa, the pressure of 28 MPa sets a strain scale of $28/5000\approx0.6\,\%$.

## The model beside a real film

Toluene vapour can probe porous organosilicate films of low dielectric constant (low-k films), whose pores can have radii of 1 to 2 nm. With the values assumed above, the adsorbed film shifts the two thresholds most. The estimated film thickness of 0.5 to 0.8 nm is comparable with the size of a toluene molecule, about 0.56 nm from the cube root of its volume in the liquid. A continuous film with bulk properties is therefore itself a rough picture, and $n\approx1.5$ illustrates a strongly attracting wall rather than predicting how toluene behaves in such a material.

Real pores are also connected and uneven. Liquid in a wide section behind a narrower neck of radius $r_n$ is held until $D$ reaches $2\gamma/r_n$, unless a bubble forms inside, so the emptying point then measures the neck. Agreement with $x_e=x_f^2$ is a consistency check on the simple model, not proof of cylindrical pores. Disagreement shows that at least one assumption has failed, without saying which. The full set of values is in the numerical output below.

## Computed values

```
INPUTS (rough typical values, chosen radius)
temperature                          298 K
surface tension                      28.0 mN/m
molar volume of liquid               106 cm3/mol
saturation pressure                  28 Torr
pore radius                          2.00 nm
SQUARE LAW
RT                                   2477.7 J/mol
length gamma V/(RT)                  1.1979 nm
capillary pressure, filling          14.00 MPa
capillary pressure, emptying         28.00 MPa
x_fill, formula                      0.5494
x_fill, from grand potential         0.5494
x_empty, formula                     0.3018
x_empty, from grand potential        0.3018
square of numerical x_fill           0.3018
filling pressure                     15.38 Torr
emptying pressure                    8.45 Torr
best cap depth / pore radius         1.00000
loop width x_fill - x_empty          0.2476
largest loop width, any radius       0.2500
radius of largest loop width         1.73 nm
radius from filling, cylinder        2.000 nm
radius from emptying, hemisphere     2.000 nm
radius from filling, hemisphere      4.000 nm (wrong)
NEGLECTED EFFECTS, n = ln x_empty / ln x_fill (model: 2)
film: assumed Hamaker constant       50e-21 J
film: thickness at filling           0.800 nm
film: thickness at emptying          0.479 nm
film: x_fill                         0.2953
film: x_empty                        0.1616
film: n at pore radius 2 nm          1.494
film: n at pore radius 20 nm         1.759
film: n at pore radius 200 nm        1.904
film: n at pore radius 100000 nm     1.994
film: radius Cohan reads, filling    0.982 nm
film: radius Cohan reads, emptying   1.315 nm
activation: assumed barrier          30 kT
activation: barrier at x_empty       114.0 kT
activation: x_fill                   0.4558
activation: n                        1.524
curvature: assumed length            +-0.10 nm
curvature: n for + and - sign        1.900, 2.100
saturation-pressure term: n          1.99995
assumed liquid compressibility       9.0e-04 1/MPa
compressibility and p0 term: n       2.0125
assumed skeleton modulus             5.0 GPa
strain scale at emptying             0.56 %
```
